# The CASSCF Orbital Gradient from the Generalized Fock Matrix: a program that tests the result

```python
"""CASSCF orbital gradient tested against its definition.

Result under test, for real orbitals C(kappa) = C exp(-kappa):
    dE/dkappa_pq at kappa = 0 equals 2 (F_pq - F_qp),  p > q,
    F_pq = sum_r D_pr h_qr + sum_rst d_prst g_qrst.
h, g : one- and two-electron integrals, g_pqrs = (pq|rs)
E_pq : spin-summed excitation operators, here explicit matrices
D, d : D_pq = <E_pq>, d_pqrs = <E_pq E_rs> - delta_qr D_ps
The model energies are in units of the hopping t.
"""
from itertools import combinations
import numpy as np
from scipy.linalg import expm

rng = np.random.default_rng(7)
STEP = 2e-5  # finite-difference rotation angle in radians


def excitation_operators(n_orb, n_pairs):
    """Matrices E_pq for n_pairs alpha and n_pairs beta electrons."""
    strings = list(combinations(range(n_orb), n_pairs))
    index = {s: k for k, s in enumerate(strings)}
    m = len(strings)
    one_spin = np.zeros((n_orb, n_orb, m, m))
    for col, s in enumerate(strings):
        for q in s:
            rest = tuple(x for x in s if x != q)
            for p in range(n_orb):
                if p in rest:
                    continue
                new = tuple(sorted(rest + (p,)))
                sign = (-1) ** (s.index(q) + new.index(p))
                one_spin[p, q, index[new], col] = sign
    unit = np.eye(m)
    return np.array([[np.kron(one_spin[p, q], unit)
                      + np.kron(unit, one_spin[p, q])
                      for q in range(n_orb)] for p in range(n_orb)])


def hamiltonian(h, g, E):
    n, dim = E.shape[0], E.shape[-1]
    flat = E.reshape(n * n, dim * dim)
    one = h - 0.5 * np.einsum('pqqs->ps', g)
    H = (one.reshape(-1) @ flat).reshape(dim, dim)
    inner = (g.reshape(n * n, n * n) @ flat).reshape(n * n, dim, dim)
    return H + 0.5 * np.matmul(E.reshape(n * n, dim, dim), inner).sum(0)


def transform(h, g, U):
    for _ in range(4):  # each pass transforms the first index, moves it last
        g = np.tensordot(g, U, axes=(0, 0))
    return U.T @ h @ U, g


def densities(psi, E):
    W = E @ psi
    D = W @ psi
    d = np.einsum('qpI,rsI->pqrs', W, W, optimize=True)
    return D, d - np.einsum('qr,ps->pqrs', np.eye(len(D)), D)


def generalized_fock(h, g, D, d):
    n = len(h)
    return D @ h.T + d.reshape(n, -1) @ g.reshape(n, -1).T


def singlet_basis(E, n_pairs):
    """Three singlets of two electrons in two active orbitals."""
    t, u = n_pairs - 1, n_pairs
    ref = np.zeros(E.shape[-1])
    ref[0] = 1.0
    single = E[u, t] @ ref
    basis = np.array([ref, single / np.sqrt(2), E[u, t] @ single / 2]).T
    assert np.allclose(basis.T @ basis, np.eye(3), atol=1e-13)
    return basis


def commutator_gradient(H, psi, E):
    """<[E_pq - E_qp, H]> from explicit operator matrices."""
    W, Hpsi = E @ psi, H @ psi
    A = np.transpose(W, (1, 0, 2)) @ Hpsi - W @ Hpsi
    return A - A.T


def rotated_energy(H, psi, E, p, q, angle):
    state = expm(-angle * (E[p, q] - E[q, p])) @ psi
    return state @ H @ state


def fixed_ci_derivative(H, psi, E, p, q):
    return (rotated_energy(H, psi, E, p, q, STEP)
            - rotated_energy(H, psi, E, p, q, -STEP)) / (2 * STEP)


def antisymmetric(n, pairs, values):
    K = np.zeros((n, n))
    for (p, q), v in zip(pairs, values):
        K[p, q], K[q, p] = v, -v
    return K


# ---- general test: six orbitals, random integrals, unoptimized CI vector ----
n6 = 6
E6 = excitation_operators(n6, 3)
h6 = rng.normal(size=(n6, n6))
h6 = (h6 + h6.T) / 2
g6 = 0.3 * rng.normal(size=(n6,) * 4)
g6 = g6 + g6.transpose(1, 0, 2, 3)
g6 = g6 + g6.transpose(0, 1, 3, 2)
g6 = (g6 + g6.transpose(2, 3, 0, 1)) / 8
H6 = hamiltonian(h6, g6, E6)
psi6 = singlet_basis(E6, 3) @ np.array([0.8, 0.36, -0.48])
D6, d6 = densities(psi6, E6)
F6 = generalized_fock(h6, g6, D6, d6)
G6 = 2 * (F6 - F6.T)
error6 = max(abs(fixed_ci_derivative(H6, psi6, E6, p, q) - G6[p, q])
             for p in range(n6) for q in range(p))
assert error6 < 1e-6
assert abs(G6[1, 0]) < 1e-11 and abs(G6[5, 4]) < 1e-11
assert abs(G6[3, 2]) > 1e-3

# ---- worked model: four sites, four electrons ----
n = 4
hopping, repulsion, neighbour = 1.0, 4.0, 1.0
site_energy = np.array([0.0, 1.0, 0.0, 2.0])
h_site = np.diag(site_energy)
g_site = np.zeros((n,) * 4)
for i in range(n):
    g_site[i, i, i, i] = repulsion
    if i + 1 < n:
        h_site[i, i + 1] = h_site[i + 1, i] = -hopping
        g_site[i, i, i + 1, i + 1] = neighbour
        g_site[i + 1, i + 1, i, i] = neighbour
E4 = excitation_operators(n, 2)
csf = singlet_basis(E4, 2)


def casci(C):
    h, g = transform(h_site, g_site, C)
    H = hamiltonian(h, g, E4)
    energies, vectors = np.linalg.eigh(csf.T @ H @ csf)
    c = vectors[:, 0]
    c = c * np.sign(c[np.argmax(abs(c))])
    return energies[0], c, h, g, H


C0 = np.linalg.eigh(h_site)[1]
C0 = C0 * np.sign(C0[0])
e0, c0, h, g, H = casci(C0)
psi = csf @ c0
D, d = densities(psi, E4)
F = generalized_fock(h, g, D, d)
G = 2 * (F - F.T)
assert abs(psi @ H @ psi - 0.5 * (np.sum(D * h) + np.trace(F))) < 1e-11
assert np.allclose(commutator_gradient(H, psi, E4), G, atol=1e-11)

# The formula needs only a real state, not a CAS state.
general = rng.normal(size=E4.shape[-1])
general /= np.linalg.norm(general)
Dg, dg = densities(general, E4)
Fg = generalized_fock(h, g, Dg, dg)
assert np.allclose(commutator_gradient(H, general, E4),
                   2 * (Fg - Fg.T), atol=1e-11)
assert np.allclose(dg, dg.transpose(2, 3, 0, 1), atol=1e-12)
assert np.allclose(dg, dg.transpose(1, 0, 3, 2), atol=1e-12)
assert np.max(abs(dg - dg.transpose(1, 0, 2, 3))) > 1e-3

# Rotating the state and rotating the orbitals agree at finite kappa.
K = rng.normal(size=(n, n)) * 0.3
K = K - K.T
state = expm(-np.einsum('pq,pqIJ->IJ', K, E4)) @ general
h_rot, g_rot = transform(h, g, expm(-K))
energy_integrals = np.sum(Dg * h_rot) + 0.5 * np.sum(dg * g_rot)
assert abs(state @ H @ state - energy_integrals) < 1e-10

# Block formulas: orbital 0 inactive, 1 and 2 active, 3 virtual.
act = slice(1, 3)
F_inactive = h + 2 * g[:, :, 0, 0] - g[:, 0, 0, :]
F_active = (np.einsum('vw,mnvw->mn', D[act, act], g[:, :, act, act])
            - 0.5 * np.einsum('vw,mwvn->mn', D[act, act],
                              g[:, act, act, :]))
Q = np.einsum('vwxy,nwxy->vn', d[act, act, act, act], g[:, act, act, act])
DF = D[act, act] @ F_inactive[:, act].T
F_blocks = np.zeros((n, n))
F_blocks[0] = 2 * (F_inactive + F_active)[:, 0]
F_blocks[act] = DF + Q
assert np.allclose(F_blocks, F, atol=1e-11)

# Fixed-CI and relaxed-CI finite differences for every orbital pair.
all_pairs = [(p, q) for p in range(n) for q in range(p)]
gradient_rows = []
for pair in all_pairs:
    fixed = fixed_ci_derivative(H, psi, E4, *pair)
    relaxed = (casci(C0 @ expm(-antisymmetric(n, [pair], [STEP])))[0]
               - casci(C0 @ expm(-antisymmetric(n, [pair], [-STEP])))[0])
    relaxed /= 2 * STEP
    assert abs(fixed - G[pair]) < 1e-6
    assert abs(relaxed - G[pair]) < 1e-6
    gradient_rows.append((pair, G[pair], fixed, relaxed))
assert abs(G[2, 1]) < 1e-10
assert np.max(abs(G)) > 1e-2

# A single determinant has a non-stationary CI vector.
det = csf[:, 0]
Dd, dd = densities(det, E4)
Fd = generalized_fock(h, g, Dd, dd)
G_det = 2 * (Fd - Fd.T)
assert abs(fixed_ci_derivative(H, det, E4, 2, 1) - G_det[2, 1]) < 1e-6
assert abs(G_det[2, 1]) > 1e-3
C_turn = C0 @ expm(-antisymmetric(n, [(2, 1)], [0.4]))
assert abs(casci(C_turn)[0] - e0) < 1e-11

# One downhill step, with the CI vector fixed and then relaxed.
pairs = [(1, 0), (2, 0), (3, 0), (3, 1), (3, 2)]
scale = 0.02
K_step = antisymmetric(n, pairs, [-scale * G[x] for x in pairs])
first_order = sum(K_step[x] * G[x] for x in pairs)
moved = expm(-np.einsum('pq,pqIJ->IJ', K_step, E4)) @ psi
e_fixed = moved @ H @ moved
e_relaxed = casci(C0 @ expm(-K_step))[0]
assert e_relaxed <= e_fixed + 1e-12 and e_fixed < e0


def energy_gradient(C):
    e, c, hc, gc, _ = casci(C)
    Fc = generalized_fock(hc, gc, *densities(csf @ c, E4))
    return e, np.array([2 * (Fc[x] - Fc[x[::-1]]) for x in pairs])


def orbital_hessian(C, delta=1e-4):
    rows = []
    for x in pairs:
        R = expm(-antisymmetric(n, [x], [delta]))
        rows.append((energy_gradient(C @ R)[1]
                     - energy_gradient(C @ R.T)[1]) / (2 * delta))
    rows = np.array(rows)
    return (rows + rows.T) / 2


def optimise(C, max_steps=60):
    """Damped Newton steps; the orbital origin moves after each step."""
    for count in range(max_steps):
        e, grad = energy_gradient(C)
        if np.max(abs(grad)) < 1e-9:
            break
        lam, V = np.linalg.eigh(orbital_hessian(C))
        step = -V @ ((V.T @ grad) / np.maximum(abs(lam), 0.1))
        step *= min(1.0, 0.4 / np.linalg.norm(step))
        while True:
            trial = C @ expm(-antisymmetric(n, pairs, step))
            if casci(trial)[0] <= e + 1e-12 or np.linalg.norm(step) < 1e-10:
                break
            step = step / 2
        C = trial
    return C, count


C_opt, n_steps = optimise(C0)
e_opt, c_opt, h_opt, g_opt, H_opt = casci(C_opt)
D_opt, d_opt = densities(csf @ c_opt, E4)
F_opt = generalized_fock(h_opt, g_opt, D_opt, d_opt)
asymmetry = np.max(abs(F_opt - F_opt.T))
lowest_curvature = np.linalg.eigvalsh(orbital_hessian(C_opt))[0]
occupations = np.linalg.eigvalsh(D_opt[act, act])[::-1]
e_full = np.linalg.eigvalsh(H)[0]
assert asymmetry < 1e-8
assert lowest_curvature > 0
assert e_full < e_opt < e0
random_energies = []
for _ in range(8):
    start = np.linalg.qr(rng.normal(size=(n, n)))[0]
    random_energies.append(casci(optimise(start)[0])[0])
assert min(random_energies) > e_full - 1e-10


def show(label, values):
    print(label, ' '.join(f'{v + 0.0:9.5f}' for v in np.atleast_1d(values)))


print('Orbitals: 1 inactive, 2 and 3 active, 4 virtual; energies in t')
show('hopping, on-site, neighbour repulsion (t):',
     [hopping, repulsion, neighbour])
show('site energies (t):', site_energy)
for k in range(n):
    show(f'start orbital {k + 1}, site coefficients:', C0[:, k])
show('start one-electron orbital energies (t):', np.diag(h))
show('start CI coefficients (22, 23 singlet, 33):', c0)
show('start D_22, D_23, D_33:', [D[1, 1], D[1, 2], D[2, 2]])
show('start CASCI energy (t):', e0)
show('start sum D*h and trace F (t):', [np.sum(D * h), np.trace(F)])
for k in range(n):
    show(f'start F row {k + 1} (t):', F[k])
show('F^I_41, F^A_41 (t):', [F_inactive[3, 0], F_active[3, 0]])
show('F_24 parts: D*F^I, Q (t):', [DF[0, 3], Q[0, 3]])
print('Gradient (t/rad): formula, fixed-CI difference, relaxed difference')
for (p, q), formula, fixed, relaxed in gradient_rows:
    show(f'  pair {p + 1}{q + 1}:', [formula, fixed, relaxed])
show('single determinant, gradient pair 32 (t/rad):', G_det[2, 1])
show('downhill step scale (rad^2/t):', scale)
show('step: first-order energy change (t):', first_order)
show('step: energy with fixed CI, relaxed CI (t):', [e_fixed, e_relaxed])
print('optimization steps:', n_steps)
show('CASSCF energy (t):', e_opt)
show('energy lowering from start (t):', e0 - e_opt)
for k in range(n):
    show(f'optimized F row {k + 1} (t):', F_opt[k])
print(f'optimized max |F_pq - F_qp| (t): {asymmetry:.1e}')
show('lowest orbital Hessian eigenvalue (t/rad^2):', lowest_curvature)
show('active natural occupations:', occupations)
show('lowest energy from 8 random starts (t):', min(random_energies))
show('full diagonalization energy (t):', e_full)
show('CASSCF minus full energy (t):', e_opt - e_full)
print(f'six-orbital test, max gradient error: {error6:.1e}')
show('six-orbital active-active gradient:', G6[3, 2])
print('tests ok')
```

Output:

```
Orbitals: 1 inactive, 2 and 3 active, 4 virtual; energies in t
hopping, on-site, neighbour repulsion (t):   1.00000   4.00000   1.00000
site energies (t):   0.00000   1.00000   0.00000   2.00000
start orbital 1, site coefficients:   0.47572   0.53602   0.66426   0.21244
start orbital 2, site coefficients:   0.75734   0.14929  -0.57862  -0.26335
start orbital 3, site coefficients:   0.42192  -0.73730   0.12918   0.51155
start orbital 4, site coefficients:   0.14871  -0.38313   0.45527  -0.78983
start one-electron orbital energies (t):  -1.12676  -0.19713   1.74747   2.57641
start CI coefficients (22, 23 singlet, 33):   0.97041  -0.21133  -0.11684
start D_22, D_23, D_33:   1.92804  -0.25510   0.07196
start CASCI energy (t):   4.31063
start sum D*h and trace F (t):  -2.50783  11.12908
start F row 1 (t):   4.82655  -0.30380  -0.83402   0.84640
start F row 2 (t):  -0.32572   6.12360  -0.93429  -1.38117
start F row 3 (t):  -0.14204  -0.93429   0.17894   0.19427
start F row 4 (t):   0.00000   0.00000   0.00000   0.00000
F^I_41, F^A_41 (t):   0.24122   0.18198
F_24 parts: D*F^I, Q (t):  -1.09681  -0.28436
Gradient (t/rad): formula, fixed-CI difference, relaxed difference
  pair 21:  -0.04384  -0.04384  -0.04384
  pair 31:   1.38395   1.38395   1.38395
  pair 32:  -0.00000   0.00000   0.00000
  pair 41:  -1.69280  -1.69280  -1.69280
  pair 42:   2.76234   2.76234   2.76234
  pair 43:  -0.38855  -0.38855  -0.38855
single determinant, gradient pair 32 (t/rad):  -1.31879
downhill step scale (rad^2/t):   0.02000
step: first-order energy change (t):  -0.25129
step: energy with fixed CI, relaxed CI (t):   4.09618   4.09238
optimization steps: 7
CASSCF energy (t):   3.75928
energy lowering from start (t):   0.55135
optimized F row 1 (t):   5.17548  -0.88345   0.35876  -0.00000
optimized F row 2 (t):  -0.88345   3.96686  -1.29726  -0.00000
optimized F row 3 (t):   0.35876  -1.29726   0.34491  -0.00000
optimized F row 4 (t):   0.00000   0.00000   0.00000   0.00000
optimized max |F_pq - F_qp| (t): 2.4e-15
lowest orbital Hessian eigenvalue (t/rad^2):   0.74797
active natural occupations:   1.91117   0.08883
lowest energy from 8 random starts (t):   3.66171
full diagonalization energy (t):   3.36681
CASSCF minus full energy (t):   0.39247
six-orbital test, max gradient error: 1.4e-09
six-orbital active-active gradient:   2.85175
tests ok
```
